# Current polarization of a spin-resolved contact and the role of spin accumulation: verification in Python

```python
"""Current polarization of a spin-resolved ferromagnet-semiconductor contact.

Result under test: with spin conductances g_up, g_dn and P = (g_up-g_dn)/g,
g = g_up+g_dn, the current polarization p = (J_up-J_dn)/(J_up+J_dn) is
  equal spin potentials:        p = P
  imposed accumulation D:       p = (P-x)/(1-P*x),  x = D/(2U)
  accumulation set by the wire: p = P/(1+g*(1-P^2)/g_N)
D = mu_up-mu_dn in the semiconductor at the contact; U = mu_F minus the mean
semiconductor potential there; g_N = s/lam, lam = sqrt(s/(4k)), where s is
conductivity times area and k the spin-flip conductance per length.
J is a particle current (ferromagnet to semiconductor), printed in unit*eV.
"""
import numpy as np
from scipy import constants as const
from scipy.sparse import diags, bmat
from scipy.sparse.linalg import spsolve
from scipy.special import expit

g_up, g_dn = 0.8, 0.2            # conductance units
drop = 0.001                     # U, eV
s_wire = 1600.0                  # unit*angstrom
k_flip = 4.0e-6                  # unit/angstrom
temperature = 300.0              # K
unit_in_quanta = 1000.0          # one unit = 1000 e^2/h, for conversion only

g = g_up + g_dn
P = (g_up - g_dn) / g
kT = const.k * temperature / const.e
microamp = unit_in_quanta * const.e**2 / const.h * 1e6   # per unit*eV


def landauer_currents(U, D):
    """Spin currents by quadrature over energy of Fermi-function differences."""
    energy = np.linspace(-45 * kT, 45 * kT, 20001)
    step = energy[1] - energy[0]
    f_metal = expit(-(energy - U) / kT)
    up = g_up * np.sum(f_metal - expit(-(energy - D / 2) / kT)) * step
    dn = g_dn * np.sum(f_metal - expit(-(energy + D / 2) / kT)) * step
    return up, dn


def network(k, U, cells_per_length=200, lengths=12):
    """Kirchhoff solution of contact plus two-channel wire, scaled to drop U."""
    lam = np.sqrt(s_wire / (4 * k))      # used here only to choose the mesh
    dx = lam / cells_per_length
    n = cells_per_length * lengths       # free nodes; the next one is grounded
    link = s_wire / 2 / dx
    rung = np.full(n, k * dx)
    rung[0] *= 0.5                       # half cell at the contact
    blocks = []
    for g_contact in (g_up, g_dn):
        diagonal = 2 * link + rung
        diagonal[0] = link + rung[0] + g_contact
        side = np.full(n - 1, -link)
        blocks.append(diags([side, diagonal, side], [-1, 0, 1]))
    coupling = diags([-rung], [0])
    matrix = bmat([[blocks[0], coupling], [coupling, blocks[1]]], format="csc")
    source = np.zeros(2 * n)
    source[0], source[n] = g_up, g_dn    # ferromagnet held at potential 1
    mu = spsolve(matrix, source)
    up, dn = mu[:n], mu[n:]
    scale = U / (1 - (up[0] + dn[0]) / 2)
    J_up = g_up * (1 - up[0]) * scale
    J_dn = g_dn * (1 - dn[0]) * scale
    return J_up, J_dn, (up - dn) * scale


def polarization(a, b):
    return (a - b) / (a + b)


print("INPUTS")
print(f"g_up, g_dn = {g_up:.1f}, {g_dn:.1f} unit")
print(f"mean potential drop U = {drop:.4f} eV")
print(f"wire s = {s_wire:.0f} unit*angstrom")
print(f"spin-flip conductance k = {k_flip:.1e} unit/angstrom")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"one unit, chosen for conversion = {unit_in_quanta:.0f} e^2/h")

print("EQUAL SPIN POTENTIALS")
J_up, J_dn = landauer_currents(drop, 0.0)
assert abs(J_up - g_up * drop) < 1e-9 * drop
assert abs(J_dn - g_dn * drop) < 1e-9 * drop
assert abs(polarization(J_up, J_dn) - P) < 1e-9
for other_drop in (-0.002, 0.0005, 0.02):
    assert abs(polarization(*landauer_currents(other_drop, 0.0)) - P) < 1e-9
print(f"J_up = {J_up:.6f} unit*eV")
print(f"J_dn = {J_dn:.6f} unit*eV")
print(f"total J = {J_up + J_dn:.6f} unit*eV")
print(f"total current magnitude = {(J_up + J_dn) * microamp:.2f} microampere")
print(f"polarization p = {polarization(J_up, J_dn):.4f}")

print("IMPOSED ACCUMULATION (same U)")
for D in (-0.0006, 0.0, 0.0006, 0.0012):
    a, b = landauer_currents(drop, D)
    x = D / (2 * drop)
    assert abs(a + b - g * (drop - P * D / 2)) < 1e-9 * drop
    assert abs(a - b - g * (P * drop - D / 2)) < 1e-9 * drop
    assert abs(polarization(a, b) - (P - x) / (1 - P * x)) < 1e-8
    p_shown = round(polarization(a, b), 4) + 0.0
    print(f"D = {D:.4f} eV: x = {x:.2f}, p = {p_shown:.4f}")

D_open = 0.001
U_open = P * D_open / 2
a, b = landauer_currents(U_open, D_open)
assert abs(a + b) < 1e-9 * D_open
assert abs(a - b) > 0.1 * D_open
print("OPEN CIRCUIT")
print(f"D = {D_open:.4f} eV gives U = {U_open:.6f} eV")
print(f"J_up = {a:.6f}, J_dn = {b:.6f} unit*eV")

print("ACCUMULATION SET BY THE WIRE")
lam = np.sqrt(s_wire / (4 * k_flip))
g_N = s_wire / lam
J_up, J_dn, split = network(k_flip, drop)
D0 = split[0]
J = J_up + J_dn
assert abs(D0 / (2 * g * P * drop / (g + g_N)) - 1) < 1e-4
assert abs((J_up - J_dn) / (g_N * D0 / 2) - 1) < 1e-4
assert abs((J_up - J_dn) - (P * J - g * (1 - P**2) * D0 / 2)) < 1e-9 * drop
# The node 200 cells from the contact lies one predicted decay length away.
assert abs(split[200] / D0 - np.exp(-1)) < 1e-4
print(f"spin diffusion length = {lam:.0f} angstrom")
print(f"g_N = {g_N:.4f} unit")
print(f"g(1-P^2) = {g * (1 - P**2):.4f} unit")
print(f"accumulation D at contact = {D0:.6f} eV")
print(f"D one diffusion length away / D at contact = {split[200] / D0:.4f}")
print(f"drop for up spins = {drop - D0 / 2:.6f} eV")
print(f"drop for down spins = {drop + D0 / 2:.6f} eV")
print(f"J_up = {J_up:.6f} unit*eV")
print(f"J_dn = {J_dn:.6f} unit*eV")
print(f"total J = {J:.6f} unit*eV")
print(f"total current magnitude = {J * microamp:.2f} microampere")
print(f"polarization p = {polarization(J_up, J_dn):.4f}")

print("FASTER SPIN RELAXATION (same U and s)")
for factor in (1, 16, 10000):
    k = k_flip * factor
    length = np.sqrt(s_wire / (4 * k))
    g_rel = s_wire / length
    a, b, split = network(k, drop)
    p_formula = P / (1 + g * (1 - P**2) / g_rel)
    assert abs(polarization(a, b) - p_formula) < 1e-4
    print(f"k x {factor}: length = {length:.0f} angstrom, "
          f"g_N = {g_rel:.2f} unit,")
    print(f"   D = {split[0]:.6f} eV, p = {polarization(a, b):.4f}")

print("all tests passed")
```

Printed output:

```
INPUTS
g_up, g_dn = 0.8, 0.2 unit
mean potential drop U = 0.0010 eV
wire s = 1600 unit*angstrom
spin-flip conductance k = 4.0e-06 unit/angstrom
temperature = 300 K, kT = 0.02585 eV
one unit, chosen for conversion = 1000 e^2/h
EQUAL SPIN POTENTIALS
J_up = 0.000800 unit*eV
J_dn = 0.000200 unit*eV
total J = 0.001000 unit*eV
total current magnitude = 38.74 microampere
polarization p = 0.6000
IMPOSED ACCUMULATION (same U)
D = -0.0006 eV: x = -0.30, p = 0.7627
D = 0.0000 eV: x = 0.00, p = 0.6000
D = 0.0006 eV: x = 0.30, p = 0.3659
D = 0.0012 eV: x = 0.60, p = 0.0000
OPEN CIRCUIT
D = 0.0010 eV gives U = 0.000300 eV
J_up = -0.000160, J_dn = 0.000160 unit*eV
ACCUMULATION SET BY THE WIRE
spin diffusion length = 10000 angstrom
g_N = 0.1600 unit
g(1-P^2) = 0.6400 unit
accumulation D at contact = 0.001034 eV
D one diffusion length away / D at contact = 0.3679
drop for up spins = 0.000483 eV
drop for down spins = 0.001517 eV
J_up = 0.000386 unit*eV
J_dn = 0.000303 unit*eV
total J = 0.000690 unit*eV
total current magnitude = 26.72 microampere
polarization p = 0.1200
FASTER SPIN RELAXATION (same U and s)
k x 1: length = 10000 angstrom, g_N = 0.16 unit,
   D = 0.001034 eV, p = 0.1200
k x 16: length = 2500 angstrom, g_N = 0.64 unit,
   D = 0.000732 eV, p = 0.3000
k x 10000: length = 100 angstrom, g_N = 16.00 unit,
   D = 0.000071 eV, p = 0.5769
all tests passed
```
